# Symmetrizing Forces from Irreducible k-Points in Reduced Coordinates

A crystal has three atoms related by symmetry. Its energy is summed over a 3×3×3 mesh of k-points, and symmetry cuts the 27 points to 7, each weighted by the number of points it represents. The weighted energy is right, because equivalent k-points have equal eigenvalues. The same weighted sum of forces is wrong. In the model crystal treated below, it gives energy derivatives of 1.031346 and 0.964395 hartree per reduced coordinate for two displacements that symmetry makes equivalent. The full mesh gives 0.986712 for both.

The reason is that a force has a direction and belongs to an atom. A symmetry operation that carries one k-point to another also rotates the force and can move it to another atom. A weight records how many k-points a calculated point stands for, but not these changes.

## Two k-points by hand

Take a planar crystal whose two lattice vectors have equal length, and use one of its symmetries, the exchange of the two reduced coordinates:

$$
(x,y)\to(y,x),\qquad W=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
$$

Atom 1 at $(u,v)$ and atom 2 at $(v,u)$ are exchanged. Let the mesh have two points, $\kappa=(1/3,0)$ and $\kappa'=(0,1/3)$, which are exchanged too.

Suppose a calculation at $\kappa$ gives the energy derivatives

$$
g_1(\kappa)=(p,q),\qquad g_2(\kappa)=(r,s).
$$

Moving atom 1 along the first axis, with electrons at $\kappa$, is the mirror image of moving atom 2 along the second axis, with electrons at $\kappa'$. The two derivatives are therefore equal. Treating every component in this way gives

$$
g_2(\kappa')=(q,p),\qquad g_1(\kappa')=(s,r).
$$

The full-mesh average for atom 1 is

$$
G_1=\tfrac12[(p,q)+(s,r)]=\tfrac12(p+s,\;q+r).
$$

If only $\kappa$ is calculated, its weight is 1 and the raw result for atom 1 is $(p,q)$. The missing vector $(s,r)$ can be recovered from atom 2 at the same k-point: take $(r,s)$ and exchange its components. Averaging over the identity and the exchange thus gives the full sum without a calculation at $\kappa'$.

Here $W$, its transpose and its inverse coincide, so the example cannot show which matrix is needed in general. That depends on what the force components mean.

## Components, atoms and k-points

Let the columns of $A$ be the lattice vectors $\mathbf a_i$, so that a Cartesian position is $\mathbf R=Ax$. Define the reduced gradient $g_a=\partial E/\partial x_a$ as a column vector. A small displacement changes the energy by

$$
dE=\sum_a g_a^Tdx_a=-\sum_a\mathbf F_a^Td\mathbf R_a
=-\sum_a\mathbf F_a^TA\,dx_a .
$$

Since the displacements are independent,

$$
g_a=-A^T\mathbf F_a,\qquad \mathbf F_a=-A^{-T}g_a,
$$

where $A^{-T}=(A^{-1})^T$. The component $g_{a,i}=-\mathbf a_i\cdot\mathbf F_a$ is an energy per reduced coordinate.

A space-group operation $S=\{W|w\}$ acts as $x\to Wx+w$. The matrix $W$ has integer entries because it maps lattice vectors to lattice vectors. The operation sends atom $a$ to an atom of the same kind, called $S(a)$:

$$
Wx_a+w=x_{S(a)}+L,
$$

with $L$ an integer vector. This equation, checked modulo integers, defines the atom permutation.

Write a k-vector as $\mathbf k=2\pi A^{-T}\kappa$, so that $\mathbf k\cdot\mathbf R=2\pi\kappa^Tx$. A Bloch state obeys $\psi(x+L)=e^{2\pi i\kappa^TL}\psi(x)$. Its transformed copy is $\psi'(x)=\psi(W^{-1}(x-w))$, and therefore

$$
\psi'(x+L)=\psi\big(W^{-1}(x-w)+W^{-1}L\big)
=e^{2\pi i\kappa^TW^{-1}L}\psi'(x).
$$

The new label satisfies $\kappa'^T=\kappa^TW^{-1}$, or

$$
\kappa'=W^{-T}\kappa .
$$

The fractional translation $w$ does not enter this rule. It does enter the atom permutation, so it cannot be discarded from the algorithm.

## The contribution of one k-point

In a plane-wave basis with a PAW overlap matrix $O$, the states at $\kappa$ satisfy

$$
Hc_n=\varepsilon_nOc_n,\qquad c_n^\dagger Oc_n=1 .
$$

The plane waves do not move with the atoms, but the projectors in $H$ and $O$ do. For a nondegenerate level, differentiate $\varepsilon_n=c_n^\dagger Hc_n$ and use the eigenvalue equation:

$$
d\varepsilon_n=c_n^\dagger(dH)c_n
+\varepsilon_n\left(dc_n^\dagger Oc_n+c_n^\dagger O\,dc_n\right).
$$

Differentiating the normalization shows that the bracket equals $-c_n^\dagger(dO)c_n$. Hence

$$
\frac{\partial\varepsilon_n}{\partial x_a}
=c_n^\dagger\left(\frac{\partial H}{\partial x_a}
-\varepsilon_n\frac{\partial O}{\partial x_a}\right)c_n .
$$

With Fermi occupations $f_n$ and two electrons per orbital, the contribution of one k-point is

$$
g_a(\kappa)=2\sum_nf_n\,
c_n^\dagger\left(\frac{\partial H}{\partial x_a}
-\varepsilon_n\frac{\partial O}{\partial x_a}\right)c_n .
$$

Degenerate states must have equal occupations. Their summed contribution is then a trace, independent of how the states within the degenerate set are chosen.

This vector is also the gradient, at fixed chemical potential $\mu$, of

$$
\Phi_\kappa=-2\tau\sum_n\ln\left[1+e^{(\mu-\varepsilon_n)/\tau}\right],
$$

where $\tau=k_BT$, because $\partial\Phi_\kappa/\partial\varepsilon_n=2f_n$. For a mesh of $N$ points and $N_e$ electrons, the free energy is $\mathcal A=\mu N_e+N^{-1}\sum_\kappa\Phi_\kappa$. Since $\partial\Phi_\kappa/\partial\mu=-2\sum_nf_n$, the terms in $d\mu$ cancel when the electron number is correct. The mesh average of $g_a(\kappa)$ is therefore the derivative of $\mathcal A$ at fixed $N_e$.

In self-consistent PAW, $\partial H/\partial x_a$ is taken with the converged Hartree and exchange–correlation potentials of the electrons held fixed. The local ionic potentials, projectors and compensation charges still move with their atoms. The free energy is stationary with respect to the occupations at fixed $N_e$, and with respect to the orbitals subject to orthonormality in $O$. What remains is its explicit dependence on atomic positions, together with that of the constraint, which supplies the term $-\varepsilon_n\,\partial O/\partial x_a$. At fixed potential, the compensation-charge terms that depend on the on-site occupancies are linear in them, so they can also be summed over k-points. Terms that are not sums over occupied states, such as ion–ion and core-density terms, are added separately.

## How a gradient transforms

Displace the atoms by small vectors $\delta_a$ from their symmetric positions, then apply $S$ to the whole arrangement. Atom $S(a)$ acquires the displacement

$$
\delta'_{S(a)}=W\delta_a .
$$

Suppose the effective potential is invariant and the PAW strengths and overlaps rotate correctly from atom to atom. The Hamiltonians before and after the operation then have the same eigenvalues at $\kappa$ and $W^{-T}\kappa$. A plane-wave cutoff on $|\mathbf k+\mathbf G|$ respects this relation because the operation preserves lengths. Thus

$$
\Phi_\kappa(\{\delta\})=\Phi_{W^{-T}\kappa}(\{\delta'\}).
$$

Vary one displacement $\delta_a$ and evaluate the derivative at the symmetric structure:

$$
g_a(\kappa)^Td\delta_a
=g_{S(a)}(W^{-T}\kappa)^TW\,d\delta_a .
$$

Because $d\delta_a$ is arbitrary,

$$
g_a(\kappa)=W^Tg_{S(a)}(W^{-T}\kappa).
$$

Renaming the k-point on the right as $\kappa$ gives the form needed here:

$$
\boxed{W_S^Tg_{S(a)}(\kappa)=g_a(W_S^T\kappa)}
$$

The left side uses data at the calculated point $\kappa$. The right side is the gradient of atom $a$ at an equivalent point that need not be calculated.

For a spin-degenerate Hamiltonian that is real in position space, complex conjugation changes $\kappa$ to $-\kappa$ without changing the eigenvalues or moving any atom. Hence $g_a(-\kappa)=g_a(\kappa)$.

## The general formula and its proof

Let $\mathcal G$ contain $|\mathcal G|$ operations, one for each space-group operation modulo lattice translations. Use this group and time reversal to reduce an invariant mesh. If the star of $\kappa$ contains $n_\kappa$ distinct points modulo integers, its weight is $w_\kappa=n_\kappa/N$. First accumulate

$$
G_a^{\rm irr}=\sum_{\kappa\in{\rm irr}}w_\kappa g_a(\kappa)
$$

for every atom. Then form

$$
\boxed{G_a=\frac1{|\mathcal G|}\sum_{S\in\mathcal G}
W_S^TG^{\rm irr}_{S(a)}}
$$

To prove that this is the full-mesh result, insert the irreducible sum and use the transformation rule:

$$
G_a=\sum_{\kappa\in{\rm irr}}w_\kappa
\frac1{|\mathcal G|}\sum_S g_a(W_S^T\kappa).
$$

Time reversal allows each term to be replaced by the mean of its values at $W_S^T\kappa$ and $-W_S^T\kappa$. The inner average now runs over $2|\mathcal G|$ group elements.

Let $m$ of these elements leave $\kappa$ unchanged modulo integers. If one element carries $\kappa$ to $\kappa_1$, all elements doing so are obtained by first applying one of the $m$ elements that fix $\kappa$. Each star point is therefore reached $m$ times, and $2|\mathcal G|=mn_\kappa$. The inner average becomes

$$
\frac{m}{2|\mathcal G|}\sum_{\kappa_1\in{\rm star}(\kappa)}g_a(\kappa_1)
=\frac1{n_\kappa}\sum_{\kappa_1\in{\rm star}(\kappa)}g_a(\kappa_1).
$$

Multiplication by $w_\kappa=n_\kappa/N$ cancels $n_\kappa$. The stars together cover the mesh once, so

$$
G_a=\frac1N\sum_{\kappa\in{\rm mesh}}g_a(\kappa).
$$

The calculation thus has this order:

1. Find $S(a)$ for every operation and atom.
2. Reduce the mesh with $W_S^{-T}$ and, if allowed, $\kappa\to-\kappa$.
3. Accumulate the weighted gradients of all atoms.
4. Average $W_S^TG^{\rm irr}_{S(a)}$ over the operations.
5. Convert to Cartesian forces with $\mathbf F_a=-A^{-T}G_a$.

The average must read from the stored raw array. Overwriting that array atom by atom would mix raw and symmetrized values.

## Three atoms on a screw axis

The numerical model has hexagonal lattice lengths $a=8.0$ and $c=9.0$ bohr, with

$$
\mathbf a_1=a(1,0,0),\quad
\mathbf a_2=a(-\tfrac12,\tfrac{\sqrt3}{2},0),\quad
\mathbf a_3=c(0,0,1).
$$

Its three atoms are at $(0.22,0,1/3)$, $(0,0.22,2/3)$ and $(0.78,0.78,0)$. The Hamiltonian contains Gaussian wells, s and p projectors and a PAW-like overlap. Its strengths are fixed rather than self-consistent, and no ion–ion repulsion is included. The forces below are therefore the band part for this model.

The group has six operations. With time reversal, the seven stars contain 1, 2, 6, 6, 6, 2 and 4 points, which add to 27. The raw gradients depend on which member is calculated in each of the four stars with more than two points. With the representatives $3\kappa=(0,0,0)$, $(0,0,1)$, $(0,1,0)$, $(0,1,1)$, $(0,1,2)$, $(1,1,0)$ and $(1,1,1)$, in the same order as the stars, they are, in hartree per reduced coordinate,

$$
\begin{aligned}
G_1^{\rm irr}&=(1.031346,-0.517663,0),\\
G_2^{\rm irr}&=(-0.513684,0.964395,0.001624),\\
G_3^{\rm irr}&=(-0.517663,-0.446732,-0.001624).
\end{aligned}
$$

Consider the screw operation $S_2$. It turns the crystal by a third of a revolution, shifts it by $c/3$, and sends atom 1 to atom 2. Its contribution to the average for atom 1 is

$$
W_2^TG_2^{\rm irr}=
\begin{pmatrix}0&1&0\\-1&-1&0\\0&0&1\end{pmatrix}
\begin{pmatrix}-0.513684\\0.964395\\0.001624\end{pmatrix}
=\begin{pmatrix}0.964395\\-0.450711\\0.001624\end{pmatrix}.
$$

The second entry is $0.513684-0.964395=-0.450711$. All six contributions are:

| Operation | Atom read | First | Second | Third |
|---|---:|---:|---:|---:|
| $S_1$ | 1 | 1.031346 | −0.517663 | 0 |
| $S_2$ | 2 | 0.964395 | −0.450711 | 0.001624 |
| $S_3$ | 2 | 0.964395 | −0.513684 | −0.001624 |
| $S_4$ | 3 | 0.964395 | −0.517663 | −0.001624 |
| $S_5$ | 1 | 1.031346 | −0.513684 | 0 |
| $S_6$ | 3 | 0.964395 | −0.446732 | 0.001624 |

The first component averages to

$$
\frac{2(1.031346)+4(0.964395)}6=0.986712 .
$$

The second column sums to $-2.960137$ and gives $-0.493356$. The third column cancels. Thus

$$
G_1=(0.986712,-0.493356,0),
$$

in agreement with the sum over all 27 points.

The ratio of the first two components follows from symmetry. Operation $S_5$ leaves atom 1 in place and requires

$$
G_1=W_5^TG_1,\qquad
W_5^T=\begin{pmatrix}1&0&0\\-1&-1&0\\0&0&-1\end{pmatrix}.
$$

Its second row gives $G_{1,2}=-G_{1,1}-G_{1,2}$, so $G_{1,2}=-G_{1,1}/2$. Its third row gives $G_{1,3}=0$. Two nonzero reduced components here describe a force along one Cartesian axis. From $g_{1,1}=-\mathbf a_1\cdot\mathbf F_1$,

$$
F_{1,x}=-\frac{0.986712}{8.0}=-0.1233\ \text{hartree/bohr},
$$

or $-6.342$ eV/Å. The other Cartesian components vanish.

The largest error of the raw gradients relative to the full-mesh values is 0.046624 hartree per reduced coordinate, in the second component of atom 3. As an independent check, atom 1 was displaced and the free energy recomputed on the full mesh. The resulting finite-difference gradient agrees with the symmetrized one to $3.9\times10^{-9}$ hartree per reduced coordinate.

## Which rotation matrix belongs to which force

The transpose $W^T$ belongs to energy derivatives. For Cartesian forces, define $Q=AWA^{-1}$, which is orthogonal because the operation preserves lengths. One term of the average becomes

$$
-A^{-T}W^Tg_{S(a)}
=A^{-T}W^TA^T\mathbf F_{S(a)}
=Q^T\mathbf F_{S(a)} .
$$

If the force is instead expanded along the lattice vectors, $\mathbf F=A\phi$, then $Q^T=Q^{-1}$ gives

$$
A^{-1}Q^T\mathbf F_{S(a)}
=A^{-1}(AW^{-1}A^{-1})A\phi_{S(a)}
=W^{-1}\phi_{S(a)} .
$$

These rules give the same physical force, but their matrices cannot be interchanged. Applying $W^{-1}$ to the correct gradients $G_a$ of the example produces a largest error of 0.493356 hartree per reduced coordinate, half the largest component.

## When the equality fails

**The mesh is not invariant.** Shift the example mesh by half a spacing along the first reciprocal axis. It then contains $(1/6,0,0)$, but $S_2$ carries this point to $(-1/6,1/6,0)$, which is absent. Suppose weights count the star members that are present. The group average of $g_a(\kappa)$ is the same for every member of a star, so symmetrizing the irreducible sum gives the symmetrized mesh sum. It need not give the mesh sum itself. In this test the two differ by up to 0.013501 hartree per reduced coordinate.

**The Hamiltonian lacks the assumed symmetry.** Adding 0.3 hartree to the Cartesian $xx$ element of the p-strength matrix of atom 1 alone breaks the transformation rule. The symmetrized irreducible result then differs from the full sum for the altered Hamiltonian by up to 0.090240 hartree per reduced coordinate. Averaging the full sum itself gives the same largest difference, because the forces of the altered crystal no longer have the symmetry that the average imposes. The proof assumes an invariant Hamiltonian, so in a self-consistent calculation the density and on-site occupancies accumulated from irreducible points must be symmetrized before they define the potential and PAW strengths. Symmetrizing the final forces does not repair an asymmetric potential.

**Time reversal is broken.** The points $\kappa$ and $-\kappa$ may then be merged only if another valid operation connects them. In a collinear magnet without spin–orbit coupling, complex conjugation still does so, because the Hamiltonian of each spin is real. With spin–orbit coupling this argument fails, and a spatial operation used without time reversal must preserve the magnetic state.

A symmetric-looking answer does not show that these conditions hold. For any input array $X_a$, define $Y_a=|\mathcal G|^{-1}\sum_SW_S^TX_{S(a)}$. For an operation $T$ in the group,

$$
W_T^TY_{T(a)}
=\frac1{|\mathcal G|}\sum_S(W_SW_T)^TX_{ST(a)}
=Y_a,
$$

because $ST$ runs once through the group as $S$ does. The averaging step makes even incorrect input symmetric. A comparison with the full mesh can reveal the error.

Because the average is linear, ion–ion and other k-independent terms may be added before or after averaging, provided they are already symmetric. If such a term already satisfies $X_{S(a)}=W_S^{-T}X_a$, every contribution $W_S^TX_{S(a)}$ equals $X_a$, and the average leaves it unchanged.

## Computed values

```
Cell a, c = 8.0, 9.0 bohr
Cutoff, kT = 2.50, 0.01 hartree; electrons = 6
Well depth = 2.0 hartree; width = 1.0 bohr
Projector width = 1.0 bohr
s strength = 0.40 hartree; s, p overlap = 0.20, 0.10
p strength, anisotropy = -0.20, 0.15 hartree
Full, irreducible k-points = 27, 7
Chemical potential = -0.032463 hartree
Atom 1 x (reduced): +0.220000 +0.000000 +0.333333
Atom 2 x (reduced): +0.000000 +0.220000 +0.666667
Atom 3 x (reduced): +0.780000 +0.780000 +0.000000
S1 W=1,0,0/0,1,0/0,0,1; 3w=[0, 0, 0]; 123->123
S2 W=0,-1,0/1,-1,0/0,0,1; 3w=[0, 0, 1]; 123->231
S3 W=0,1,0/1,0,0/0,0,-1; 3w=[0, 0, 0]; 123->213
S4 W=-1,1,0/-1,0,0/0,0,1; 3w=[0, 0, 2]; 123->312
S5 W=1,-1,0/0,-1,0/0,0,-1; 3w=[0, 0, 2]; 123->132
S6 W=-1,0,0/-1,1,0/0,0,-1; 3w=[0, 0, 1]; 123->321
k*6=(0, 0, 0); star=1; weight=0.037037
k*6=(0, 0, 2); star=2; weight=0.074074
k*6=(0, 2, 0); star=6; weight=0.222222
k*6=(0, 2, 2); star=6; weight=0.222222
k*6=(0, 2, 4); star=6; weight=0.222222
k*6=(2, 2, 0); star=2; weight=0.074074
k*6=(2, 2, 2); star=4; weight=0.148148
Gradients below: hartree per reduced coordinate
Raw irreducible, atom 1: +1.031346 -0.517663 +0.000000
Raw irreducible, atom 2: -0.513684 +0.964395 +0.001624
Raw irreducible, atom 3: -0.517663 -0.446732 -0.001624
Average term S1, atom 1: +1.031346 -0.517663 +0.000000
Average term S2, atom 1: +0.964395 -0.450711 +0.001624
Average term S3, atom 1: +0.964395 -0.513684 -0.001624
Average term S4, atom 1: +0.964395 -0.517663 -0.001624
Average term S5, atom 1: +1.031346 -0.513684 +0.000000
Average term S6, atom 1: +0.964395 -0.446732 +0.001624
Symmetrized, atom 1: +0.986712 -0.493356 +0.000000
Symmetrized, atom 2: -0.493356 +0.986712 +0.000000
Symmetrized, atom 3: -0.493356 -0.493356 +0.000000
Full mesh, atom 1: +0.986712 -0.493356 +0.000000
Full mesh, atom 2: -0.493356 +0.986712 +0.000000
Full mesh, atom 3: -0.493356 -0.493356 +0.000000
Finite difference, atom 1: +0.986712 -0.493356 +0.000000
Force 1 (hartree/bohr): -0.123339 +0.000000 +0.000000
Force 2 (hartree/bohr): +0.061669 -0.106815 +0.000000
Force 3 (hartree/bohr): +0.061669 +0.106815 +0.000000
Force 1 (eV/angstrom): -6.34235 +0.00000 +0.00000
Maximum differences: hartree per reduced coordinate
Symmetrized - full: 2.8e-16
Raw - full: 0.046624
Finite difference - symmetrized: 3.9e-09
General 6-atom crystal, symmetrized - full: 1.8e-15
Covariance, time reversal: 1.2e-14, 6.7e-15
Wrong rotation rule: 0.493356
Noninvariant mesh: 0.013501
Noncovariant site strength: 0.090240
```
